# Dispersion without motion in time: correlated dipoles in a stationary state

## Two oscillators on a line

Fix a charge \(+q\) at the origin and another at distance \(R\) on the \(z\) axis. Bind a charge \(-q\) of mass \(m\) to each by a spring of constant \(k=m\omega^2\), and let both move along \(z\) only, with displacements \(a\) and \(b\). These are two neutral model atoms, A and B, with dipoles \(d_A=-qa\) and \(d_B=-qb\). A static field \(F\) displaces a charge by \(-qF/k\), so the polarizability is \(\alpha=q^2/k\). The Coulomb energy of two charges is written \(qq'/r\), as in atomic units, and acts instantaneously.

One can try to explain an attraction between such atoms by a story in time: the dipole of A fluctuates from moment to moment, and each momentary dipole induces one in B. With the dipole coupling derived below, this pair attracts in a state where no probability changes in time.

The interaction of the two atoms is

\[
V=q^2\left[\frac1R+\frac1{R+b-a}-\frac1{R+b}-\frac1{R-a}\right].
\]

Use \(1/(R+u)=1/R-u/R^2+u^2/R^3-\dots\) in each term. The constants cancel. The linear terms give \(-(b-a)+b-a=0\). The quadratic terms give \((b-a)^2-b^2-a^2=-2ab\). Hence, to order \(R^{-3}\),

\[
H=\frac{p_a^2+p_b^2}{2m}+\frac k2(a^2+b^2)-\frac{2q^2}{R^3}\,ab .
\]

This \(H\) defines the one-dimensional model from here on. The dropped terms are not negligible on a line: the quartic terms \((b-a)^4-b^4-a^4\) contain \(6a^2b^2\), whose mean gives a repulsion \(6q^2\langle a^2\rangle\langle b^2\rangle/R^5\) between the permanent quadrupoles of charges confined to the axis. Spherical atoms, treated below, have no permanent quadrupole and no such term.

Let \(u_\pm=(a\pm b)/\sqrt2\). This rotation keeps the form of the kinetic energy and of \(a^2+b^2\), while \(ab=(u_+^2-u_-^2)/2\). The spring constants of \(u_\pm\) are therefore \(k\mp2q^2/R^3=k(1\mp s)\), with \(s=2\alpha/R^3\), and the frequencies are \(\omega_\pm=\omega\sqrt{1\mp s}\). The pair is stable for \(s<1\). Since \(\sqrt{1\mp s}=1\mp s/2-s^2/8\mp\dots\), the ground-state energy changes by

\[
\Delta E=\frac{\hbar\omega}2\left(\sqrt{1-s}+\sqrt{1+s}-2\right)\approx-\frac{\hbar\omega s^2}8=-\frac{\hbar\omega\alpha^2}{2R^6}.
\]

This is a dispersion attraction. The ground state evolves as \(\psi(t)=e^{-iEt/\hbar}\psi(0)\), and the phase cancels in \(|\psi|^2\) and in every expectation value of an operator without explicit time dependence. The joint probability density of \(a\) and \(b\) stands still.

That density is a Gaussian, even in \(u_+\) and \(u_-\), so \(\langle a\rangle=\langle b\rangle=0\). With \(\langle u_\pm^2\rangle=\hbar/(2m\omega_\pm)\) and \((1\mp s)^{-1/2}=1\pm s/2+3s^2/8\pm\dots\),

\[
\langle a^2\rangle=\tfrac12\left(\langle u_+^2\rangle+\langle u_-^2\rangle\right)\approx\frac{\hbar}{2m\omega}\left(1+\tfrac38s^2\right),
\]

\[
\langle ab\rangle=\tfrac12\left(\langle u_+^2\rangle-\langle u_-^2\rangle\right)\approx\frac{\hbar}{2m\omega}\,\frac s2 .
\]

Multiply by \(q^2=\alpha m\omega^2\):

\[
\langle d_A^2\rangle\approx\frac{\hbar\omega\alpha}2\left(1+\tfrac38s^2\right),\qquad
\langle d_Ad_B\rangle\approx\frac{\hbar\omega\alpha^2}{2R^3}.
\]

The variance is present in an isolated atom and changes only at order \(R^{-6}\). The correlation is the quantity that appears at order \(R^{-3}\).

Take \(\hbar=m=q=1\), \(\omega=0.5\) and \(R=10\) in atomic units. Then \(k=0.25\), \(\alpha=4\) and \(s=0.008\). The formulas give

- a variance of \(0.5\times4/2=1\ e^2\,\text{bohr}^2\), with a relative change of \(2.4\times10^{-5}\);
- a correlation of \(0.5\times16/2000=0.004\ e^2\,\text{bohr}^2\);
- an energy of \(-0.5\times16/(2\times10^6)=-4\times10^{-6}\) hartree.

## What the correlation means

Let \(\rho=\langle ab\rangle/\langle a^2\rangle\approx\alpha/R^3=0.004\), and let \(\sigma^2=\langle a^2\rangle=\langle b^2\rangle\). The joint Gaussian can be written as \(a=\sigma X\), \(b=\sigma(\rho X+\sqrt{1-\rho^2}\,Y)\), with \(X,Y\) independent standard normal variables. In polar coordinates of the \((X,Y)\) plane, with \(\rho=\sin\varphi\), \(a\) has the sign of \(\cos\theta\) and \(b\) that of \(\sin(\theta+\varphi)\). Both are positive for \(-\varphi<\theta<\pi/2\), and both are negative in the opposite wedge. All directions are equally likely, so

\[
P(\text{equal signs})=\frac{2(\pi/2+\varphi)}{2\pi}=\frac12+\frac{\arcsin\rho}\pi=0.50127 .
\]

Measurements on many identically prepared pairs would show this slight preference for parallel dipoles, whenever they are made.

The same representation gives the mean of \(d_B\) in those pairs where \(d_A\) was found: it is \(\rho\,d_A\approx\alpha d_A/R^3\). A static dipole \(d_A\) would produce the field \(2d_A/R^3\) at B and induce \(2\alpha d_A/R^3\), twice as much. For these two oscillators of equal frequency, the picture of B following a momentary dipole of A as it would a static one thus fails in number too.

## The same spread without attraction

Suppose the spread of each dipole were enough. Then a product state \(\phi_A(a)\phi_B(b)\), which has spread but no correlation, should also attract. In it \(\langle ab\rangle=\bar a\bar b\), where bars denote means. Write \(a=\bar a+\delta\). The mean energy of atom A is \(k\bar a^2/2\) plus the energy of the same state shifted back to zero mean, which is at least \(\hbar\omega/2\). With \(2q^2/R^3=ks\) and \(2|\bar a\bar b|\le\bar a^2+\bar b^2\),

\[
E\ge\hbar\omega+\frac k2(\bar a^2+\bar b^2)-ks\,\bar a\bar b\ge\hbar\omega+\frac k2(1-s)(\bar a^2+\bar b^2)\ge\hbar\omega .
\]

The best product state is that of two isolated atoms. Each dipole keeps its full variance of \(1\ e^2\,\text{bohr}^2\), and the attraction is zero.

## Where time does enter

For an isolated oscillator the Heisenberg operator is \(a(\tau)=a\cos\omega\tau+(p_a/m\omega)\sin\omega\tau\). In the real ground-state wave function \(\langle ap_a+p_aa\rangle=0\), because this operator is Hermitian and purely imaginary. Therefore

\[
\tfrac12\langle d(\tau)d(0)+d(0)d(\tau)\rangle=\frac{\hbar\omega\alpha}2\cos\omega\tau .
\]

This two-time function is a legitimate meaning of "fluctuation". It depends on a time difference and exists without any partner. It does not settle whether the dipole has a value at each moment: a classical oscillator whose initial position and momentum are drawn from Gaussians with the same variances gives the same function.

A correlation that does vary in time belongs to another state. Start from the product ground state and switch the coupling on suddenly. Each mode then has

\[
\langle u_\pm^2\rangle_t=\frac{\hbar}{2m\omega}\left[\cos^2\omega_\pm t+\frac{\omega^2}{\omega_\pm^2}\sin^2\omega_\pm t\right],\qquad \frac{\omega^2}{\omega_\pm^2}\approx1\pm s .
\]

Half the difference of the two is, to first order in \(s\) and for \(s\omega t\ll1\), \(\langle ab\rangle_t=(\hbar/2m\omega)\,s\sin^2\omega t\). At these early times it swings between zero and twice the ground-state value. Numerical propagation in a basis of oscillator states gives a largest \(\langle d_Ad_B\rangle\) of \(0.0080\ e^2\,\text{bohr}^2\).

## The general statement

Let A and B be neutral atoms with spherical ground states that are non-degenerate apart from spin, which the coupling does not touch and which is held fixed. Let them be far enough apart that overlap and exchange can be neglected, and take the interaction as instantaneous. This limits \(R\) from above: for two hydrogen atoms, retardation lowers the magnitude of the dipole-dipole energy by 0.1% at 20 bohr, 2.5% at 100 bohr and 23% at 500 bohr. Let \(-C_6/R^6\) be their leading interaction energy. Then, in the stationary ground state of the pair:

1. No expectation value of an operator on one atom alone changes at order \(R^{-3}\). The mean dipoles vanish under dipole-dipole coupling.
2. The dipoles are correlated at order \(R^{-3}\), with \(\langle d_{Az}d_{Bz}\rangle=2C_6/(3R^3)\) and \(\langle d_{Ax}d_{Bx}\rangle=\langle d_{Ay}d_{By}\rangle=-C_6/(3R^3)\).

**The coupling.** For a vector \(\mathbf u\), expanding \((1+2u_z/R+u^2/R^2)^{-1/2}\) shows that the \(R^{-3}\) term of \(1/|R\hat{\mathbf z}+\mathbf u|\) is \((2u_z^2-u_x^2-u_y^2)/(2R^3)\). Put \(\mathbf u=\mathbf r_j-\mathbf r_i\) for a charge \(j\) in B and \(i\) in A, each measured from its own nucleus, and sum over charges. Terms that involve one atom's coordinates only cancel, because the other atom is neutral. The cross terms \(u_z^2\to-2z_iz_j\), and likewise for \(x,y\), leave

\[
V=\frac1{R^3}\sum_i t_i\,d_{Ai}d_{Bi},\qquad t=(1,1,-2).
\]

**The state.** Let \(|mn\rangle\) be products of atomic states with excitation energies \(\Delta_m,\Delta_n\). A spherical ground state has \(\langle0|d_i|0\rangle=0\), so \(V|00\rangle\) contains only states with both atoms excited. The first-order correction is

\[
|\Psi_1\rangle=-\sum_{m,n\ne0}|mn\rangle\frac{\langle mn|V|00\rangle}{\Delta_m+\Delta_n}.
\]

An operator \(O_A\) leaves B in its ground state, so \(\langle00|O_A|\Psi_1\rangle=0\). This proves the first sentence of statement 1. For the second, invert the electrons of each atom through its nucleus. Both dipoles change sign and \(V\) does not, so the non-degenerate ground state has definite parity, and the mean of the odd operator \(d_{Ai}\) is zero.

**The correlation.** Summed over the states \(m\) of one level \(M\) of atom A, the product \(\langle0|d_{Ai}|m\rangle\langle m|d_{Al}|0\rangle\) is a rotationally invariant tensor, hence \(D^A_M\delta_{il}\). The same holds for B. With \(K=\sum_{M,N}D^A_MD^B_N/(\Delta_M+\Delta_N)\),

\[
\langle00|d_{Ai}d_{Bi}|\Psi_1\rangle=-\frac{t_iK}{R^3},\qquad
\langle d_{Ai}d_{Bi}\rangle=-\frac{2t_iK}{R^3},
\]

where the factor 2 comes from the two cross terms between \(|00\rangle\) and \(|\Psi_1\rangle\). The second-order energy is

\[
\langle00|V|\Psi_1\rangle=-\frac K{R^6}\sum_it_i^2=-\frac{6K}{R^6}.
\]

So \(C_6=6K\) and \(\langle d_{Ai}d_{Bi}\rangle=-t_iC_6/(3R^3)\), which is statement 2.

It follows that \(\langle V\rangle=\sum_it_i\langle d_{Ai}d_{Bi}\rangle/R^3=-2C_6/R^6\) at leading order. The total is \(-C_6/R^6\), so the internal energy of the atoms rises by \(C_6/R^6\): half of the gain pays for the excitation that the correlation requires.

For oscillators free to move in three dimensions, each direction contributes \(-\hbar\omega t_i^2\alpha^2/(8R^6)\), which gives \(C_6=\tfrac34\hbar\omega\alpha^2=6\) in the example. Diagonalization with the dipole coupling alone, in a basis of oscillator states, gives an energy of \(-6.000\times10^{-6}\) hartree (\(-163.3\) µeV), composed of \(\langle V\rangle=-12.000\times10^{-6}\) and an internal rise of \(6.000\times10^{-6}\) hartree. With the full Coulomb interaction the energy at this distance is \(-6.68\times10^{-6}\) hartree, 11% larger in magnitude, while \(\langle d_{Az}d_{Bz}\rangle\) changes by only 0.14%.

Two hydrogen atoms at \(R=20\) bohr show the same relation outside the oscillator model. They were diagonalized with the 1s state and six radial p functions \(r^je^{-r}\) per direction on each atom, nonrelativistically, with dipole coupling only and no exchange. The energy is \(-1.0155\times10^{-7}\) hartree, so \(C_6=6.499\) hartree bohr\(^6\). This is the dipole-dipole part only: the \(R^{-8}\) and \(R^{-10}\) terms add 5% at this distance and bring the energy to \(-1.067\times10^{-7}\) hartree. The formula gives \(2\times6.499/(3\times8000)=5.416\times10^{-4}\), and the computed \(\langle d_{Az}d_{Bz}\rangle\) is \(5.416\times10^{-4}\ e^2\,\text{bohr}^2\).

## The small mean dipole

The next coupling, of order \(R^{-4}\), breaks the parity argument. The \(R^{-4}\) term of \(1/|R\hat{\mathbf z}+\mathbf u|\) is \(-(u_z^3-\tfrac32u_zu_\perp^2)/R^4\), with \(u_\perp^2=u_x^2+u_y^2\). In the three-dimensional oscillator model, \(\mathbf a\) enters through \(q^2/|R\hat{\mathbf z}+\mathbf b-\mathbf a|-q^2/|R\hat{\mathbf z}-\mathbf a|\). Differentiating the \(R^{-4}\) part gives

\[
\frac{\partial V_4}{\partial a_z}=\frac{q^2}{R^4}\left[3b_z^2-\tfrac32b_\perp^2-6a_zb_z+3(a_xb_x+a_yb_y)\right].
\]

For a spherical B the first two terms average to zero. The correlations give \(-6\cdot\tfrac23C_6-3\cdot\tfrac23C_6=-6C_6\), divided by \(R^7\). In a stationary state the mean force on the moving charge vanishes, so

\[
k\langle a_z\rangle=\frac{6C_6}{R^7}+\frac{2q^2}{R^3}\langle b_z\rangle+\dots
\]

The second term comes from the dipole coupling and is of higher order. Couplings beyond \(R^{-4}\) have zero mean force for an undisturbed spherical B, so they enter at \(R^{-8}\) or later.

The negative charge of A shifts towards B, and by mirror symmetry \(\langle b_z\rangle=-\langle a_z\rangle\). The leading formula gives \(36/(0.25\times10^7)=1.44\times10^{-5}\) bohr. Diagonalization with only the \(R^{-3}\) and \(R^{-4}\) couplings and up to three quanta per atom gives \(1.426\times10^{-5}\) bohr, 1.0% below the formula, of which the second term accounts for 0.8%. Higher couplings are left out of this calculation, so the 1.0% measures agreement within the truncated model, not the accuracy of the leading formula for the full Coulomb interaction at this distance. The full interaction gives \(1.647\times10^{-5}\) bohr at \(R=10\), 14% above the formula; the excess falls to 3% at \(R=20\) and 0.8% at \(R=40\).

The spring pulls the fixed charge of A towards B with \(k\langle a_z\rangle\), which at leading order equals the attractive force \(dE/dR=6C_6/R^7\); the direct Coulomb force of B on this charge falls as \(R^{-10}\). The shift thus carries the leading force, and integrating \(k\langle a_z\rangle\) over \(R\) returns the energy. Yet the interaction of the two mean dipoles with each other is not the source of the energy. They point away from each other, and their mutual energy \(-2\langle d_{Az}\rangle\langle d_{Bz}\rangle/R^3\) is positive, about \(4\times10^{-13}\) hartree in the truncated model and \(5\times10^{-13}\) hartree with the full interaction. They are a consequence of the correlation.
